\section*{Energetic Lower Bound on the Thickness of a Spalling Oxide Scale}

\section{What dimensions and symmetry fix}

A thin oxide scale of thickness $h$ is bonded to a thick metal and carries the same in-plane stress $\sigma$ in every direction. If it comes off, its strain energy is released and the interface must be broken. Let $\gamma$ be the energy needed to separate unit area of interface, $E$ the scale's Young's modulus and $\nu$ its Poisson's ratio. At what thickness can the stored energy pay for the separation?

Stress and modulus have the dimension of energy per volume, and $\gamma$ that of energy per area. Dimensions alone therefore permit
\begin{equation}
h_c=\frac{\gamma}{E}\,f\!\left(\frac{\sigma}{E},\nu\right).
\end{equation}
Linear elasticity fixes the dependence on stress. Strain is proportional to stress, so the energy density is quadratic in $\sigma$ and is unchanged when $\sigma\to-\sigma$. In a uniformly stressed scale the energy per unit area is this density times $h$. Equating it with $\gamma$ gives
\begin{equation}
h_c=c(\nu)\,\frac{\gamma E}{\sigma^2}.
\end{equation}
The number $c(\nu)$, and what the equality says about spallation, remain to be found.

\section{Energy density and the balance}

The scale is uniform and isotropic. Tension is positive. The $z$ axis is normal to the interface, and the outer surface is free, so
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\sigma,\qquad \sigma_{zz}=0 .
\end{equation}
Hooke's law gives the in-plane elastic strain
\begin{equation}
\varepsilon=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{(1-\nu)\sigma}{E}.
\end{equation}
Hence $\sigma=M\varepsilon$, with the biaxial modulus $M=E/(1-\nu)$. While the strain grows from zero, the two in-plane stresses do equal work. The thickness also changes, but $\sigma_{zz}=0$ does no work. The energy density is
\begin{equation}
W=2\int_0^{\varepsilon}M\varepsilon'\,d\varepsilon'
=M\varepsilon^2=\frac{(1-\nu)\sigma^2}{E}.
\end{equation}

Now let a patch of area $A$, initially bonded, detach and relax completely. Treat the metal as rigid and neglect the patch edge for the moment. The elastic energy falls from $WhA$ to zero, and the interface costs $\gamma A$. Here $\gamma$ counts both new surfaces together and includes any dissipation at the crack front. Equality gives
\begin{equation}
\boxed{h_c=\frac{\gamma}{W}=\frac{\gamma E}{(1-\nu)\sigma^2}}
\label{eq:hc}
\end{equation}
so that $c(\nu)=1/(1-\nu)$.

This is a lower bound, not a prediction that the scale spalls at $h_c$. Elastic energy cannot fall below zero, so without outside work the patch can supply at most $WhA$. For $h<h_c$ complete detachment from the bonded state is excluded within this model. For $h>h_c$ it is energetically allowed, but a crack must still find a path along which it can advance.

The inverse-square law holds at fixed $\gamma$, $E$ and $\nu$. If $\gamma$ itself varies with stress or thickness, $Wh=\gamma(h,\sigma)$ must be solved for $h$, and the power law need not survive.

\section{Stress produced by cooling}

Suppose the metal contracts more than the oxide, with a constant difference $\Delta\alpha>0$ between their expansion coefficients. After cooling by $\Delta T>0$, a scale held by a rigid metal has elastic strain $-\Delta\alpha\Delta T$ and is compressed:
\begin{equation}
\sigma=-M\Delta\alpha\Delta T .
\end{equation}
The sign disappears on squaring. Substitution in \eqref{eq:hc} gives
\begin{align}
h_c&=\frac{\gamma E}{1-\nu}\,
\frac{(1-\nu)^2}{E^2(\Delta\alpha\Delta T)^2}\nonumber\\
&=\frac{\gamma(1-\nu)}{E(\Delta\alpha\Delta T)^2}.
\end{align}
At fixed stress a stiffer scale stores less energy, and $h_c$ rises with $E$. At fixed thermal misfit a stiffer scale stores more, and $h_c$ falls with $E$.

For a scale of given thickness, the same equation solved for the temperature drop gives the smallest cooling that supplies enough energy:
\begin{equation}
\Delta T_c=\frac{1}{\Delta\alpha}
\sqrt{\frac{\gamma(1-\nu)}{Eh}} .
\label{eq:cool}
\end{equation}

\section{A straight edge releases less}

Consider a long, straight debond front along $y$, running in from a free edge. Behind it the scale stays flat. It can relax across the front, giving $\sigma_{xx}=0$, but the bonded scale ahead holds its strain along the front at $\varepsilon$. Then $\sigma_{yy}=E\varepsilon$, and an energy density $E\varepsilon^2/2$ remains. Since $E=(1-\nu)M$, the energy released per unit area of advance is
\begin{align}
G_{\rm edge}&=h\left(M\varepsilon^2-\tfrac12E\varepsilon^2\right)\nonumber\\
&=hM\varepsilon^2\left(1-\frac{1-\nu}{2}\right)
=\frac{1+\nu}{2}\,Wh .
\end{align}
Setting $G_{\rm edge}=\gamma$ gives the thickness at which this flat front can advance:
\begin{equation}
h_{\rm edge}=\frac{2h_c}{1+\nu}.
\end{equation}
It exceeds $h_c$ for $\nu<1$. The remaining energy is released only if the strain along the front is also freed.

\section{How an island reaches full release}

A circular island of scale, radius $R$, shows how the two thresholds fit together. Let it debond from its rim inwards, leaving a bonded core of radius $a$. The detached annulus stays flat and slides without friction. The lengths $a$ and $R-a$ are taken to be much larger than $h$, so that plane stress applies.

With $u(r)$ the radial displacement from the stress-free state, the strains are $u'$ and $u/r$. Radial equilibrium, $\sigma_r'+(\sigma_r-\sigma_\theta)/r=0$, becomes
\begin{equation}
u''+\frac{u'}r-\frac{u}{r^2}=0,\qquad u=Ar+\frac Br .
\end{equation}
The radial stress follows from Hooke's law:
\begin{align}
\sigma_r&=\frac{E}{1-\nu^2}\left(u'+\nu\frac ur\right)\nonumber\\
&=\frac{E}{1-\nu}A-\frac{E}{1+\nu}\frac{B}{r^2}.
\end{align}
Define $k=(1+\nu)/(1-\nu)$ and $s=a^2/R^2$. The free rim, $\sigma_r(R)=0$, requires $B=kAR^2$. Continuity with the core, $u(a)=\varepsilon a$, then gives $A(1+k/s)=\varepsilon$, or
\begin{equation}
A=\frac{\varepsilon s}{s+k},\qquad
\sigma_r(a)=MA\left(1-\frac1s\right)
=-M\varepsilon\frac{1-s}{s+k}.
\end{equation}
The annulus energy is half the boundary force times the displacement. At the inner boundary the outward normal points towards smaller $r$, so the traction along $+r$ is $-\sigma_r(a)$:
\begin{align}
U_{\rm ann}&=\tfrac12(2\pi ah)\,[-\sigma_r(a)]\,(\varepsilon a)\nonumber\\
&=\pi a^2hW\frac{1-s}{s+k}.
\end{align}
Adding the core energy $\pi a^2hW$ and dividing by the initial energy $\pi R^2hW$ gives the stored fraction
\begin{equation}
F(s)=s\left(1+\frac{1-s}{s+k}\right)=\frac{(1+k)s}{s+k}.
\end{equation}
For $\nu=0.25$, a radial finite-element minimization with 300 elements gave the same $F$ to within $2\times10^{-4}$ at $s=0.0001$, $0.05$, $0.3$, $0.7$ and $0.98$.

The bonded area is $\pi R^2s$. The energy released per unit of area lost by the core is therefore
\begin{equation}
G(s)=Wh\frac{dF}{ds}=Wh\frac{k(1+k)}{(s+k)^2}.
\end{equation}
At the rim $s=1$, and $k/(1+k)=(1+\nu)/2$ recovers the straight-edge result. As $s\to0$, $G\to2Wh/(1+\nu)$. This exceeds $Wh$ because the last part of the core also lets the surrounding annulus relax. The average over the island is
\begin{equation}
\int_0^1G\,ds=Wh[F(1)-F(0)]=Wh ,
\end{equation}
which is the full release used in \eqref{eq:hc}.

\section{The barrier at the critical thickness}

Relative to the bonded island, the interface work less the released elastic energy is
\begin{equation}
\frac{\Delta U}{\pi R^2}=\gamma(1-s)-Wh[1-F(s)] .
\end{equation}
At $h=h_c$ this becomes $\gamma[F(s)-s]$. It vanishes at $s=1$ and $s=0$ but is positive between them. Its maximum satisfies $F'(s)=1$, so
\begin{equation}
s_*=q-k,\qquad q=\sqrt{k(k+1)} .
\end{equation}
Writing $F=(1+k)-k(1+k)/(s+k)$ and using $k(k+1)/q=q$, the barrier is
\begin{align}
\frac{\Delta U_*}{\pi R^2\gamma}
&=(1+k)-q-(q-k)\nonumber\\
&=1+2k-2q=\left(\sqrt{k+1}-\sqrt{k}\right)^2 .
\end{align}
Equal initial and final energies thus do not make the flat path spontaneous.

An existing debond changes the starting point. If the core already has $s_0<s_*$, the condition $G(s_0)=\gamma$ is met at
\begin{equation}
h=h_c\frac{(s_0+k)^2}{k(1+k)}<h_c .
\end{equation}
Since $G$ rises as the core shrinks, detachment can then finish below $h_c$. There is no conflict with the bound, which refers to a fully bonded start: part of the interface work has already been done. For a small remaining core this thickness approaches $(1+\nu)h_c/2$.

\section{Compression, buckling and an interior flaw}

The energy balance does not contain the sign of $\sigma$, but the path does. Take a circular debond of radius $R$ inside a compressed scale. Its rim is clamped by the bonded surroundings. While it stays flat, its in-plane strain is unchanged and it releases no energy. It must buckle or crack first.

Let $N=|\sigma|h$ be the compressive force per unit length and $D=Eh^3/[12(1-\nu^2)]$ the bending stiffness. For axisymmetric buckling the slope $\varphi=dw/dr$ of the deflection obeys
\begin{equation}
\varphi''+\frac{\varphi'}r+\left(\frac ND-\frac1{r^2}\right)\varphi=0 .
\end{equation}
The solution regular at the centre is $J_1(r\sqrt{N/D})$. Clamping requires $\varphi(R)=0$, so the lowest mode has $NR^2/D=\lambda$, where $\lambda=14.682$ is the square of the first positive zero of $J_1$. Solving for the radius gives
\begin{equation}
R_b=h\sqrt{\frac{\lambda E}{12(1-\nu^2)|\sigma|}} .
\end{equation}
A larger debond can buckle. A blister still attached at its rim has not, however, reached the fully released state.

\section{Worked example: alumina on a ferritic alloy}

Take alumina on an aluminium-bearing ferritic alloy. Its matrix is assumed to stay bcc throughout cooling, so no transformation strain enters. The rough typical inputs are $E=380$ GPa, $\nu=0.25$, $\Delta\alpha=6.0\times10^{-6}$ K$^{-1}$, $\Delta T=1000$ K and $\gamma=50$ J/m$^2$. Then
\begin{align}
\varepsilon_m&=\Delta\alpha\Delta T=0.0060,\\
|\sigma|&=\frac{380}{0.75}(0.0060)\ \text{GPa}=3.04\ \text{GPa},\\
W&=\frac{0.75(3.04\times10^9)^2}{380\times10^9}
=18.24\times10^6\ \text{J/m}^3,\\
h_c&=\frac{50}{18.24\times10^6}\ \text{m}=2.74\ \mu\text{m}.
\end{align}
The inputs justify about $3\ \mu$m (3000 nm); further digits are kept to compare corrections. With $\gamma$, $E$ and $\nu$ fixed, raising the stress from 2 to 4 GPa lowers $h_c$ from 6.33 to $1.58\ \mu$m, a factor of four. By \eqref{eq:cool}, a $5\ \mu$m scale reaches the energy bound after $1000\sqrt{2.74/5}\approx740$ K of cooling.

A flat straight edge needs $2.741/0.625\approx4.39\ \mu$m. Between 2.74 and $4.39\ \mu$m, complete release is therefore allowed by energy, although a flat front cannot start from a straight edge. This comparison assumes that the detached strip stays flat; under compression a wide strip can buckle, and the flat-front result then no longer applies. For an island with $R=100\ \mu$m at $h_c$ that stays flat on a rigid metal, $k=1.667$ and the barrier is $0.117\pi R^2\gamma=0.184\ \mu$J. It is reached when the core radius is $0.664R$. These two numbers describe the thin-scale, rigid-metal model only. At $h/R\approx0.03$ the finite thickness raises the barrier by roughly 7\%. On an elastic metal the bonded island has already given up nearly a fifth of $Wh\pi R^2$ near its rim, so an island of this radius cannot come off completely at $h_c$.

The buckling radius at $h_c$ is $12.8h_c=35\ \mu$m. An interior debond of $100\ \mu$m radius would thus be well above the buckling threshold.

\section{Sizes of the neglected effects}

\textbf{Cracks around the patch.} If a circular patch must also be cut from the scale, at a cost $\gamma_s$ per unit crack area, the balance is
\begin{equation}
Wh\pi R^2=\gamma\pi R^2+2\pi Rh\gamma_s,
\qquad h=\frac{\gamma}{W-2\gamma_s/R}.
\end{equation}
With $\gamma_s=25$ J/m$^2$ and $R=100\ \mu$m, this gives $2.82\ \mu$m, 2.8\% above $h_c$. Stress relaxation near the edge, over a width of order $h$, affects an area fraction of order $2h_c/R=5.5\%$. That is an order-of-magnitude estimate, not a calculated shift. If the patch is cut from a continuous scale, the surrounding scale also relaxes at the cut. For these inputs and a rigid metal, this releases about 3.5\% of $Wh\pi R^2$, more than the 2.7\% spent on the crack, so the net threshold lies slightly below $h_c$, near $2.72\ \mu$m. The $2.82\ \mu$m figure is the crack cost alone.

\textbf{Elastic metal.} Let a sheet of thickness $H$ and biaxial modulus $M_m$ carry a scale on each face. If the metal takes tensile strain $e$, the stored energy per sheet area is
\begin{equation}
U=2hM(\varepsilon_m-e)^2+HM_me^2 .
\end{equation}
Setting $dU/de=0$ gives $e=\rho\varepsilon_m/(1+\rho)$, where $\rho=2hM/(HM_m)$. Since $HM_m=2hM/\rho$,
\begin{equation}
U=2hM\varepsilon_m^2\frac{1+\rho}{(1+\rho)^2}
=\frac{2hM\varepsilon_m^2}{1+\rho}.
\end{equation}
If both scales spall, $U=2\gamma$, so $h=h_c(1+\rho)$. Inserting $\rho$ and solving for $h$,
\begin{equation}
h=\frac{h_c}{1-2h_cM/(HM_m)} ,
\end{equation}
where $h_c$ is the rigid-metal value at the same misfit. For $H=1$ mm, metal modulus 200 GPa and Poisson's ratio 0.30, the result is $2.77\ \mu$m, a 1.0\% increase.

This increase applies when both scales leave the whole sheet. A local patch in a continuous scale behaves differently. Once it is gone, the surrounding scale loads the metal around the rim with a force $|\sigma|h$ per unit length. Close to the rim the stress can exceed the metal's yield strength, but plastic flow is neglected here. An elastic metal gives way by a distance of order $|\sigma|h/E_m$, where $E_m$ is its Young's modulus, and extra energy is released. Relative to $Wh\pi R^2$ this is of order $2hM/(E_mR)$, or about 14\% for $R=100\ \mu$m at $h_c$. It lowers the threshold, so $h_c$ is a strict lower bound only in the rigid-metal model without edge effects.

\textbf{Stress history.} These changes range from comparable with the local-patch effect above to much larger. An added compressive growth stress of 0.3 GPa lowers $h_c$ to $2.27\ \mu$m. If creep relieves the misfit from the first 200 K, only 800 K of cooling builds stress. The stress is then 2.43 GPa, and $h_c$ rises by $(1000/800)^2$ to $4.28\ \mu$m. Each case changes one assumption and holds the other inputs fixed.

\section{Comparison with real scales}

Protective alumina scales on such alloys are, roughly, micrometres thick, and compressive stresses of a few GPa after cooling are a realistic regime. The example lies there. The least certain input is $\gamma$, which depends on the interface and on plastic dissipation; $h_c$ changes in direct proportion to it. Real alloys can also creep while hot, which violates the assumption of purely elastic cooling. The 200 K relief above moves the bound by 56\%. Roughness, existing debonds and non-uniform stress can alter the path as well. For a real scale $h_c$ is therefore an estimate, not a safe limit. An elastic metal lets a local patch in a continuous scale come off somewhat below it (for an isolated island it raises the threshold instead), and a bonded patch beside an existing debond can come off well below it. The bound is most useful for wide patches in a fully bonded scale, with $\gamma$ and the stress known and no outside work supplied. The numerical output lists the inputs and results.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
Scale Young's modulus: 380 GPa
Scale Poisson's ratio: 0.25
Metal Young's modulus: 200 GPa
Metal Poisson's ratio: 0.30
Expansion difference: 6.0 1e-6/K
Cooling: 1000 K
Interfacial fracture energy: 50 J/m2
Scale fracture energy: 25 J/m2
Metal sheet thickness: 1.0 mm
Patch radius: 100 um
MAIN RESULT
Misfit strain: 0.60 %
Scale biaxial modulus: 506.7 GPa
Compressive stress magnitude: 3.04 GPa
Stored energy density: 18.24 MJ/m3
Critical thickness h_c: 2.74 um
Critical thickness h_c: 2741 nm
h_c at 1 GPa: 25.33 um
h_c at 2 GPa: 6.33 um
h_c at 4 GPa: 1.58 um
Sample scale thickness: 5.0 um
Its critical cooling: 740 K
PARTIAL DEBONDING, FLAT SCALE
Straight-edge release fraction: 0.625
Thickness for edge start: 4.39 um
Island parameter k: 1.6667
Relative G at outer edge: 0.625
Relative G at vanishing core: 1.600
Core radius/R at barrier: 0.664
Barrier/(patch area*gamma): 0.1170
Barrier energy: 0.184 uJ
NEGLECTED EFFECTS
h with new perimeter cracks: 2.82 um
Perimeter correction: 2.8 %
h with finite metal sheet: 2.77 um
Metal-sheet correction: 1.0 %
Edge shear-lag scale 2h_c/R: 5.5 %
Balancing metal stress: 16.7 MPa
Assumed added growth stress: 0.3 GPa
h_c with growth stress: 2.27 um
Assumed cooling after creep: 800 K
Stress after creep relief: 2.43 GPa
h_c after creep relief: 4.28 um
Buckling eigenvalue: 14.682
Buckling radius at h_c: 35.0 um
Buckling radius/h_c: 12.8
\end{verbatim}
